# Composition gradients that stop lattice drift in a ternary alloy

## Problem

A single-phase substitutional alloy contains components 1, 2 and 3 with mole fractions $X_1,X_2,X_3$. Composition varies along $x$ only, and a prime denotes $\partial/\partial x$. Relative to the local crystal lattice, each component has the flux

$$J_i=-D_i c_i',\qquad i=1,2,3,$$

where $c_i$ is the amount of $i$ per unit volume. The intrinsic diffusivities $D_i$ are positive, constant and all different. The molar volume $V_m$ does not depend on composition. Vacancies occupy a negligible fraction of sites, and ideal sources and sinks keep them at equilibrium. The sample changes its dimensions along $x$ only; its cross-section is fixed.

Inert markers embedded in the lattice show its motion. Their velocity $v$ is measured relative to the far left end of the sample, where there is no diffusion.

(a) Express $v$ through the composition gradients.

(b) Find the ratio $X_1'/X_2'$ that gives $v=0$ at a plane where the gradients are not all zero. Find $X_3'$ as well, and explain the signs.

(c) Suppose that the gradients have this ratio everywhere at one instant. Does the drift stay zero?

(d) In a nickel-rich Al-Cr-Ni solid solution, take $D_{\rm Al}=400$, $D_{\rm Cr}=160$ and $D_{\rm Ni}=80$ µm²/h. The chromium gradient at a plane is $-0.200$ at.%/µm. Which aluminium and nickel gradients hold the markers still there? Judge how far the answer depends on the assumptions of the model.

## Solution

### (a) Drift from a count of volume

Let the marker plane be at $x_m(t)$, the left end at $x_0$, and the cross-section $A$. Between them lie $N_i$ moles of component $i$. Because every mole of atoms occupies $V_m$, whatever its kind,

$$A(x_m-x_0)=V_m(N_1+N_2+N_3).$$

The marker moves with the lattice, so the flux through the marker plane is the intrinsic flux $J_i$. A positive $J_i$ carries atoms to the right, out of the region being counted. No atoms cross the left end. Hence

$$\frac{dN_i}{dt}=-AJ_i.$$

Differentiating the volume equation, with $x_0$ fixed, gives

$$v=\frac{dx_m}{dt}=-V_m(J_1+J_2+J_3).$$

If more atoms leave to the right than arrive from it, the region on the left shrinks and the marker moves left. The minus sign expresses this.

The same sum describes vacancies. Each atomic jump in one direction exchanges an atom with a vacancy going the other way, so the vacancy flux is $J_V=-(J_1+J_2+J_3)$ and $v=V_mJ_V$. Zero drift at a plane therefore means zero net vacancy flux through it. It does not mean that the atoms have stopped diffusing.

Since $V_m$ is constant, $c_i=X_i/V_m$ and $c_i'=X_i'/V_m$. The flux law then gives $-V_mJ_i=D_iX_i'$, and

$$v=D_1X_1'+D_2X_2'+D_3X_3'.$$

Only two gradients are independent. The mole fractions add to one at every $x$, so their gradients add to zero:

$$X_1'+X_2'+X_3'=0,\qquad X_3'=-X_1'-X_2'.$$

Substitution and collection of terms give

$$v=(D_1-D_3)X_1'+(D_2-D_3)X_2'.$$

Adding the same constant to all three diffusivities leaves $v$ unchanged. Drift depends on differences of diffusivity, not on their common level.

### (b) The zero-drift ratio

Setting $v=0$ gives

$$(D_1-D_3)X_1'=-(D_2-D_3)X_2'.$$

The factor $D_1-D_3$ is not zero. If $X_2'$ were zero, $X_1'$ would have to vanish too, and then so would $X_3'$. That case is excluded, so we may divide by $X_2'$:

$$\boxed{\frac{X_1'}{X_2'}=-\frac{D_2-D_3}{D_1-D_3}}$$

The steps can be reversed: gradients with this ratio give $v=0$. The condition is thus both necessary and sufficient.

For the third gradient, use the sum rule:

$$X_3'=-X_1'-X_2'=X_2'\left[\frac{D_2-D_3}{D_1-D_3}-1\right]=X_2'\,\frac{D_2-D_1}{D_1-D_3}.$$

Write $X_2'=\lambda(D_3-D_1)$, which defines $\lambda$. The two results become $X_1'=\lambda(D_2-D_3)$ and $X_3'=\lambda(D_1-D_2)$, so

$$X_1':X_2':X_3'=(D_2-D_3):(D_3-D_1):(D_1-D_2).$$

The three entries add to zero, as they must. Weighted by the diffusivities they give

$$D_1D_2-D_1D_3+D_2D_3-D_2D_1+D_3D_1-D_3D_2=0,$$

which confirms $v=0$.

**Signs.** Call the components $a,b,c$ in order of diffusivity, $D_a>D_b>D_c$. Insert $X_b'=-(X_a'+X_c')$ into the condition $v=0$:

$$D_aX_a'+D_cX_c'=D_b(X_a'+X_c'),$$

or, after rearrangement,

$$(D_a-D_b)X_a'=(D_b-D_c)X_c'.$$

Both brackets are positive. The fastest and slowest components must therefore have gradients of the same sign. The intermediate component has the opposite sign, and its gradient is as large as the other two together. The equation has the form of a lever balanced at $D_b$: the fast and slow components together carry as many atoms one way as the intermediate component carries the other way.

**Special cases.** In a binary alloy $X_2'=-X_1'$ and $v=(D_1-D_2)X_1'$. With unequal diffusivities, drift vanishes only where the gradient vanishes. The third component supplies the freedom needed for a balance with nonzero gradients.

If $D_2$ approaches $D_3$, the required $X_1'/X_2'$ approaches zero. At $D_2=D_3$ these two components can exchange without drift, and any gradient of component 1 would spoil the balance. If instead $D_1=D_3\ne D_2$, the drift is $v=(D_2-D_3)X_2'$, and the condition is $X_2'=0$; the ratio $X_1'/X_2'$ no longer exists. If all three diffusivities are equal, $v=0$ for every set of gradients.

### (c) Whether the balance lasts

The result in (b) is local and instantaneous. To follow it in time we need conservation of atoms in the frame of the left end. There the flux is the intrinsic flux plus transport by the moving lattice, $J_i+c_iv$. Conservation requires

$$\frac{\partial c_i}{\partial t}=-\frac{\partial}{\partial x}(J_i+c_iv).$$

Multiplication by $V_m$ and use of the flux law give

$$\frac{\partial X_i}{\partial t}=\frac{\partial}{\partial x}(D_iX_i'-X_iv).$$

Now differentiate $v=\sum_iD_iX_i'$ with respect to time. The $D_i$ are constant, and the order of the space and time derivatives may be exchanged:

$$\frac{\partial v}{\partial t}=\sum_iD_i\frac{\partial^2}{\partial x^2}(D_iX_i'-X_iv).$$

At the chosen instant $v=0$ at every $x$, so all its space derivatives vanish as well. The terms containing $v$ drop out:

$$\frac{\partial v}{\partial t}=\sum_iD_i^2X_i'''.$$

Since the ratio holds everywhere, the gradients share one profile $\varphi(x)$:

$$X_1'=(D_2-D_3)\varphi,\quad X_2'=(D_3-D_1)\varphi,\quad X_3'=(D_1-D_2)\varphi.$$

Hence $\partial v/\partial t=S\varphi''$, with

$$S=D_1^2(D_2-D_3)+D_2^2(D_3-D_1)+D_3^2(D_1-D_2).$$

Collect powers of $D_1$, then take out the common factor $D_2-D_3$:

$$\begin{aligned}
S&=D_1^2(D_2-D_3)-D_1(D_2^2-D_3^2)+D_2D_3(D_2-D_3)\\
&=(D_2-D_3)\left[D_1^2-D_1(D_2+D_3)+D_2D_3\right]\\
&=(D_1-D_2)(D_2-D_3)(D_1-D_3).
\end{aligned}$$

Therefore

$$\boxed{\frac{\partial v}{\partial t}=(D_1-D_2)(D_2-D_3)(D_1-D_3)\,\varphi''}$$

For unequal diffusivities the prefactor is nonzero, and drift returns wherever $\varphi''\ne0$. The reason is that the three components spread at different rates, so their gradients do not keep the required proportion.

There is a case in which the balance does last. Let the gradients be uniform across a slab, with the zero-drift ratio, and let external supply and removal of atoms hold the end compositions fixed. Then $X_i''=0$ and $v=0$, so the conservation law gives $\partial X_i/\partial t=0$. The profile is stationary. Atoms of all three kinds still cross the slab, but their fluxes add to zero. The count in (a) also holds here, because the total flux through the left end is zero.

### (d) The Al-Cr-Ni example

Take Al, Cr and Ni as components 1, 2 and 3. The required ratio is

$$\frac{X_{\rm Al}'}{X_{\rm Cr}'}=-\frac{160-80}{400-80}=-0.25.$$

With $X_{\rm Cr}'=-0.200$ at.%/µm,

$$X_{\rm Al}'=(-0.25)(-0.200)=+0.050\ \text{at.\%/µm},$$

$$X_{\rm Ni}'=-0.050+0.200=+0.150\ \text{at.\%/µm}.$$

Chromium has the intermediate diffusivity, and its gradient is the largest and opposite to the others. As 1 at.% is a mole fraction of 0.01, the two terms of the drift are

$$(400-80)(0.00050)=+0.160\ \text{µm/h},$$

$$(160-80)(-0.00200)=-0.160\ \text{µm/h}.$$

They cancel. The separate fluxes, multiplied by $V_m$ to give velocities, are $-D_iX_i'$:

- Al: $-400(0.00050)=-0.200$ µm/h
- Cr: $-160(-0.00200)=+0.320$ µm/h
- Ni: $-80(0.00150)=-0.120$ µm/h

Chromium moves right while aluminium and nickel move left, and the sum is zero.

**A couple with this central gradient.** Let each mole fraction follow $X_i=\bar X_i+b_i\tanh(x/w)$, with $w=40$ µm and central composition 6 at.% Al, 20 at.% Cr and 74 at.% Ni. The central slope is $b_i/w$, so the half-steps $b_i$ are $+2.0$, $-8.0$ and $+6.0$ at.%. The ratio then holds at every $x$.

The derivative of $\tanh(x/w)$ is $\operatorname{sech}^2(x/w)/w$, and near the centre $\operatorname{sech}^2(x/w)\approx1-x^2/w^2$. Thus

$$\varphi''(0)=-\frac{2b_{\rm Al}}{(D_{\rm Cr}-D_{\rm Ni})w^3}.$$

In the result of (c) the factor $D_{\rm Cr}-D_{\rm Ni}$ cancels:

$$\left.\frac{\partial v}{\partial t}\right|_{x=0}=-\frac{2b_{\rm Al}}{w^3}(D_{\rm Al}-D_{\rm Cr})(D_{\rm Al}-D_{\rm Ni}).$$

The numbers give

$$-\frac{2(0.02)}{40^3}(240)(320)=-0.048\ \text{µm/h}^2.$$

This is also the initial acceleration of the central marker, since the extra term $v\,\partial v/\partial x$ for a moving observer is zero at that instant.

A numerical count of atoms provides a separate test. The couple is divided into 240 lattice layers, initially 2 µm thick. Atoms pass between neighbouring layers by the intrinsic flux law, and the marker position is found by adding the volumes of all atoms to its left. Over the first 0.01 h this count gives $-0.0475$ µm/h² (about $-0.0476$ on a finer grid), close to the formula; the remaining difference of one per cent arises because the acceleration already weakens during this interval. In a separate count with a chromium half-step of $-2.0$ at.%, the aluminium step is varied until the marker is initially at rest. This returns the ratio $-0.2500$.

After one hour the marker in the balanced couple has moved by $-0.013$ µm. For comparison, keep the chromium step and all diffusivities fixed but make aluminium uniform, so that nickel alone compensates chromium. The shift is then $-0.149$ µm, about eleven times as large. The balance is imperfect after its first instant, but it still suppresses most of the motion over this hour. Continuing the initial acceleration unchanged would give $-0.024$ µm for the balanced couple, so that estimate is already too large at one hour.

### How far the assumptions matter

**Cross terms.** Diffusion is driven by gradients of chemical potential, and chromium can alter the chemical potential of aluminium. Suppose that the aluminium flux becomes

$$J_{\rm Al}=-D_{\rm Al}c_{\rm Al}'-D_{\rm AlCr}c_{\rm Cr}'.$$

The volume count is unchanged, so the drift gains the term $D_{\rm AlCr}X_{\rm Cr}'$:

$$v=(D_{\rm Al}-D_{\rm Ni})X_{\rm Al}'+(D_{\rm Cr}-D_{\rm Ni}+D_{\rm AlCr})X_{\rm Cr}'.$$

Zero drift now requires

$$\frac{X_{\rm Al}'}{X_{\rm Cr}'}=-\frac{D_{\rm Cr}-D_{\rm Ni}+D_{\rm AlCr}}{D_{\rm Al}-D_{\rm Ni}}.$$

For an assumed $D_{\rm AlCr}=80$ µm²/h, one fifth of $D_{\rm Al}$, the ratio is $-(80+80)/320=-0.50$. The original gradients would give a drift of $80(-0.00200)=-0.160$ µm/h, as large as either of the terms that were meant to cancel. A cross coefficient that looks modest beside $D_{\rm Al}$ is not modest beside $D_{\rm Cr}-D_{\rm Ni}$.

This estimate takes one cross term alone. The chemical potentials are linked: if chromium alters that of aluminium, aluminium alters that of chromium, and that of nickel changes too. The companion terms also enter the drift, and the diagonal coefficients change as well. Depending on which pair of atoms interacts, these changes can offset part of this term or add to it. The value $-0.50$ therefore shows how sensitive the ratio is; it does not predict the ratio in a real alloy.

**Unequal atomic volumes.** Let the partial molar volumes $V_i$ be constant but different, and keep the flux law $J_i=-D_ic_i'$. The count in (a) becomes $v=-\sum_iV_iJ_i=\sum_iD_i(V_ic_i)'$. The volume fractions $V_ic_i$ add to one, so they satisfy the same two equations as the mole fractions did before. The original ratio therefore holds for gradients of volume fraction. Zero drift now means $\sum_iV_iJ_i=0$, so the vacancy flux $-\sum_iJ_i$ need not vanish with it.

To return to mole fractions, let $c=\sum_ic_i$. From $X_i=c_i/c$,

$$X_i'=\frac{c_i'-X_ic'}{c}.$$

Take assumed volumes of 1.10 for Al and 1.05 for Cr, relative to Ni. The volume-fraction gradients are in the proportion $80:-320:240$. Division by the volumes gives concentration gradients in the proportion $72.7:-304.8:240$, whose sum is 8.0. At the central composition,

$$\frac{X_{\rm Al}'}{X_{\rm Cr}'}=\frac{72.7-0.06(8.0)}{-304.8-0.20(8.0)}\approx-0.236.$$

With the original ratio the marker count gives a drift of about $+0.010$ µm/h, some 6% of each cancelling term.

These figures depend on the flux law. When atomic volumes differ, a component with uniform mole fraction can still have a concentration gradient, and the law used here then gives it a flux. If the flux is instead taken proportional to the mole-fraction gradient, $J_i=-D_icX_i'$, zero drift requires $\sum_iV_iD_iX_i'=0$. The ratio becomes $-(1.05\cdot160-80)/(1.10\cdot400-80)\approx-0.244$, and the original ratio gives a drift of only about $+0.004$ µm/h. The volume correction is small in both cases, but for these volumes the two laws differ in its size by more than a factor of two. Even its sign depends on the volumes assumed: with 1.15 for Al and 1.10 for Cr the two laws give ratios of $-0.232$ and $-0.253$, on opposite sides of $-0.25$.

**Diffusivities that vary.** At a given plane the ratio uses the local diffusivities. If $D_{\rm Cr}$ there is 10% higher, 176 µm²/h, the ratio becomes $-(176-80)/320=-0.30$. The original gradients then give $16(-0.00200)=-0.032$ µm/h. This 10% change in $D_{\rm Cr}$ alters the ratio by 20%, because the numerator is the small difference $D_{\rm Cr}-D_{\rm Ni}$.

**Temperature.** A factor common to all three diffusivities cancels from the ratio, so only differences in activation energy matter. Suppose that the value for Cr exceeds a common value for Al and Ni by 0.20 eV. Raising the temperature from 1473 K by 25 K increases $D_{\rm Cr}$ by a further factor 1.027 relative to the other two. The ratio moves from $-0.250$ to $-0.263$.

**The real case.** Nickel-rich Al-Cr-Ni alloys occur in high-temperature coatings and the alloys beneath them. The chosen diffusivities, about $2\times10^{-14}$ to $1\times10^{-13}$ m²/s, are rough typical sizes near 1200 °C, not measured values for this composition. Of the departures sized here, the single cross term changes the ratio most, from $-0.25$ to $-0.50$, but its size was assumed and its companion terms were left out. The figure $-0.25$ is therefore a result of the diagonal model, not a design value for a coating. A design would need the full set of intrinsic coefficients at the local composition and temperature, and the alloy would have to remain single-phase. Even then, stopping the drift at one plane would not by itself prevent pores. Vacancies build up where more of them flow in than out and real sinks, unlike the ideal ones assumed here, fail to remove the excess. This depends on how the vacancy flux changes with position, and that change can be nonzero at a plane where the flux itself is zero.

The values used in this example are listed in the numerical output.

## Computed results

```
Intrinsic diffusivity Al: 400 um^2/h
Intrinsic diffusivity Cr: 160 um^2/h
Intrinsic diffusivity Ni: 80 um^2/h
Central mole fraction Al: 0.06
Central mole fraction Cr: 0.20
Central mole fraction Ni: 0.74
Profile width parameter: 40 um
Half composition step Al: +2.0 at.%
Half composition step Cr: -8.0 at.%
Half composition step Ni: +6.0 at.%
Zero-drift ratio X_Al'/X_Cr', formula: -0.2500
Zero-drift ratio, marker simulation: -0.2500
Central gradient Al: +0.050 at.%/um
Central gradient Cr: -0.200 at.%/um
Central gradient Ni: +0.150 at.%/um
Drift term (D_Al-D_Ni) X_Al': +0.160 um/h
Drift term (D_Cr-D_Ni) X_Cr': -0.160 um/h
Molar volume times flux Al: -0.200 um/h
Molar volume times flux Cr: +0.320 um/h
Molar volume times flux Ni: -0.120 um/h
Initial rate of change of drift, formula: -0.0480 um/h^2
Same from short marker simulation: -0.0475 um/h^2
Marker shift after 1 h, balanced couple: -0.0134 um
Marker shift after 1 h, uniform Al: -0.1493 um
Assumed cross coefficient D_AlCr: 80 um^2/h
Drift from cross term at original ratio: -0.160 um/h
Zero-drift ratio with cross term: -0.5000
Assumed partial molar volume Al / Ni: 1.10
Assumed partial molar volume Cr / Ni: 1.05
Assumed partial molar volume Ni / Ni: 1.00
Zero-drift ratio with unequal volumes: -0.2358
Drift from unequal volumes at original ratio: +0.0097 um/h
Changed Cr diffusivity: 176 um^2/h
Zero-drift ratio with changed Cr diffusivity: -0.3000
Drift from that change at original ratio: -0.032 um/h
Model temperature: 1473 K
Assumed temperature error: 25 K
Assumed excess activation energy of Cr: 0.20 eV
Relative factor on Cr diffusivity: 1.0266
Zero-drift ratio at shifted temperature: -0.2633
```
